# QR Separation of PEPS Tensors Before a Two-Site Gate, part 1

(Sections cited here and not found follow in the second part.)

## The gate step in the reduced space

A site tensor of a projected entangled-pair state (PEPS) on the square lattice has one physical index of dimension $d$ and four bond indices of dimension $D$. It holds $D^4$ bond entries for each physical state, $dD^4$ entries in all. When a two-site gate acts on one bond, a QR factorization made beforehand replaces those $D^4$ entries, for each physical state, by a matrix that couples the updated bond, of dimension $D$, to a single new index of dimension $dD$. The reduced tensor then has

$$
d\times D\times dD=d^2D^2
$$

entries, fewer than before by the factor $D^2/d$. This holds for $D^2\ge d$; at $D^2=d$ the factor is one, and below that nothing is saved. The action of the gate on the reduced tensors is exact whatever surrounds the two sites. Cutting the bond back to dimension $D$ can also be done on the reduced tensors without loss of accuracy if the surroundings define a metric that is a product of one factor for each site. For a correlated metric, the reduced calculation searches a restricted set of tensors and can miss a better one.

Let $A$ and $B$ be the two neighbouring site tensors. The index $s$ labels the physical state of site $A$, $t$ that of site $B$, and $m$ is the bond they share and on which the gate acts. The three other bonds of $A$ are collected into one outer index $o$ with $D^3$ values, and those of $B$ into $p$. The tensors are written $A_{osm}$ and $B_{ptm}$. All entries are taken to be real. For complex tensors the orthogonality relations, the norms and the singular value decomposition take adjoints in place of transposes, while $\Phi=\hat Q_A\Theta\hat Q_B^T$ below keeps its transpose. Complex conjugates then appear on the side of $B$: with $\Theta=U\Sigma V^\dagger$ the new tensor $B'$ is built from $V^*$, and the projector acting from the right is $\hat Q_B^*\hat Q_B^T$.

Read $A_{osm}$ as a matrix with row index $o$ and column index $(s,m)$. It has $D^3$ rows and $dD$ columns. A thin QR factorization gives

$$
A_{osm}=\sum_{\kappa=1}^{k}Q^A_{o\kappa}R^A_{\kappa sm},
\qquad
\sum_oQ^A_{o\kappa}Q^A_{o\kappa'}=\delta_{\kappa\kappa'},
\qquad k=\min(D^3,dD).
$$

Its existence follows from the Gram–Schmidt procedure. Take the columns one after another, subtract from each its components along the unit vectors already found, and normalize the remainder. If the remainder vanishes, any unit vector orthogonal to the earlier ones may be added, with coefficient zero. Each column is then a combination of the vectors found so far, and the coefficients form $R^A$. The procedure stops producing new vectors when it has one for each column or when it has filled the space of dimension $D^3$, whichever comes first. This is the origin of the minimum. The second tensor is treated in the same way, $B_{ptm}=\sum_\lambda Q^B_{p\lambda}R^B_{\lambda tm}$.

The condition $dD\le D^3$ is the same as $d\le D^2$. When it holds, $k=dD$ and the ratio of sizes is

$$
\frac{dD^4}{k\,dD}=\frac{dD^4}{d^2D^2}=\frac{D^2}{d}.
$$

For $d=2$ and $D=4$ the full tensor has $2\times4^4=512$ entries, the reduced one $2^2\times4^2=64$, and the new index has 8 values. At $D=6$ the numbers are 2592, 144 and 12. If instead $d=5$ and $D=2$, then $D^3=8$ is smaller than $dD=10$. The matrix $Q^A$ is square, $k=8$, and the reduced tensor has the same 80 entries as the original.

The physical content of the factorization is a count of states. For each pair $(s,m)$ the tensor specifies one vector in the space of the outer bonds. There are $dD$ such pairs, so at most $dD$ independent outer vectors occur, however large $D^3$ may be. The columns of $Q^A$ are an orthonormal basis of a space that contains them all, their span if the matrix has full rank, and $R^A$ records how the physical state and the updated bond are attached to that basis. Any other orthonormal basis of the same space would serve. Replacing $Q^A$ by $Q^AO$ and $R^A$ by $O^TR^A$, with $O$ orthogonal, leaves $A$ unchanged.

A shorter new index would not do for a generic tensor. If $A$ were a product of two matrices joined by an index of $k'$ values, its rank could not exceed $k'$. For $D^2\ge d$, the rank of the $D^3\times dD$ matrix is $dD$ unless all its minors of size $dD$ vanish. Each minor is a polynomial in the entries. The polynomial is not identically zero, because it equals one when the chosen rows form a unit matrix. It therefore vanishes only on a set of measure zero. Special tensors, for instance those restricted by a symmetry, may have lower rank, and a rank-revealing factorization can then shorten the index further.

The same counting shows why the square lattice gains and a chain does not. With $z$ neighbours the outer index has $D^{z-1}$ values and the full tensor $dD^z$ entries. The ratio of sizes becomes $dD^z/(d^2D^2)=D^{z-2}/d$, provided $D^{z-2}\ge d$. At $z=4$ this is $D^2/d$. At $z=2$ the proviso fails for any $d>1$, so a chain tensor is not made smaller.

Now let the gate act. It is a matrix $g_{ST,st}$ that turns the physical states $s,t$ into $S,T$; it need not be unitary. Joining the tensors over the shared bond and applying the gate gives the pair tensor

$$
\Phi_{oS,pT}=\sum_{s,t,m}g_{ST,st}A_{osm}B_{ptm}.
$$

Insert both factorizations. The matrices $Q^A$ and $Q^B$ carry neither physical indices nor the index $m$, so they can be moved in front of the sum:

$$
\Phi_{oS,pT}=\sum_{\kappa,\lambda}Q^A_{o\kappa}Q^B_{p\lambda}\,\Theta_{\kappa S,\lambda T},
\qquad
\Theta_{\kappa S,\lambda T}=\sum_{s,t,m}g_{ST,st}R^A_{\kappa sm}R^B_{\lambda tm}.
$$

With $\hat Q_A=Q^A\otimes 1_d$, where $1_d$ is the unit matrix on the physical index, and $\hat Q_B$ defined likewise, this reads

$$
\Phi=\hat Q_A\,\Theta\,\hat Q_B^{T}.
$$

Here $\Phi$ is a square matrix of side $dD^3$ and $\Theta$ one of side $kd$, which is $d^2D$ when $D^2\ge d$. Nothing has been neglected.

The rest of the lattice enters through a tensor $E_{op,x}$, in which $x$ stands for the physical states of all other sites. The state of the whole lattice after the gate is

$$
\psi_{STx}=\sum_{o,p}E_{op,x}\Phi_{oS,pT}.
$$

The factorization of $\Phi$ is an identity for each entry, so it can be inserted here for any $E$. This includes lattices on which an outer bond of $A$ ends directly on $B$. A torus of $2\times2$ sites is such a case, because each pair of neighbours is joined by two bonds. With random tensors at $d=D=2$ and a random gate on one bond, the state vector obtained from the reduced tensors without truncation was compared with the gate applied directly to the 16-component state vector. The norm of the difference, relative to the norm of the gated state, was $5.6\times10^{-16}$, which is rounding error.

The gate generally enlarges the bond. Write it as a sum of $r$ products of one-site operators, $g=\sum_{\alpha=1}^{r}F^\alpha\otimes G^\alpha$. There are $d^2$ independent operators on one site, so $r\le d^2$ suffices. Each term leaves a product over the old bond index $m$, so the new bond needs the pair $(\alpha,m)$ and the rank of $\Theta$ is at most $rD\le d^2D$. To keep the cost fixed, the bond must be cut back to $D$ values.

The cut uses the singular value decomposition (SVD)

$$
\Theta=U\Sigma V^T,\qquad U^TU=V^TV=1,
$$

with the singular values $\sigma_1\ge\sigma_2\ge\dots\ge0$ on the diagonal of $\Sigma$. Substitution into $\Phi$ gives

$$
\Phi=(\hat Q_AU)\,\Sigma\,(\hat Q_BV)^T .
$$

The columns of $\hat Q_AU$ are orthonormal, because $(\hat Q_AU)^T\hat Q_AU=U^T\hat Q_A^T\hat Q_AU=U^TU=1$. The same holds for $\hat Q_BV$. The last expression is therefore itself a singular value decomposition of the large matrix. The two matrices share all nonzero singular values, and the remaining singular values of $\Phi$ are zero. In particular they have the same discarded weight

$$
w=\frac{\sum_{i>D}\sigma_i^2}{\sum_i\sigma_i^2}.
$$

It remains to show that keeping the $D$ largest singular values is the best possible cut. Let the error be measured by the sum of squared entries, written $\|\cdot\|^2$, and let $X$ be any matrix of rank at most $D$. Let $\Pi$ be the orthogonal projector onto the space spanned by the columns of $X$, so that $\Pi X=X$. Splitting $\Phi-X$ into its parts outside and inside that space gives

$$
\|\Phi-X\|^2=\|(1-\Pi)\Phi\|^2+\|\Pi\Phi-X\|^2
\ge\|\Phi\|^2-\|\Pi\Phi\|^2 .
$$

With $u_i$ the left singular vectors of $\Phi$,

$$
\|\Pi\Phi\|^2=\operatorname{tr}(\Pi\Phi\Phi^T)=\sum_i\sigma_i^2\,u_i^T\Pi u_i .
$$

Each number $u_i^T\Pi u_i$ lies between zero and one, and their sum is at most the trace of $\Pi$, which is at most $D$. The weighted sum is largest when the factors equal one for the $D$ largest singular values and zero for the others. Hence

$$
\|\Phi-X\|^2\ge\sum_{i>D}\sigma_i^2 ,
$$

and the truncated decomposition reaches this bound.

There is a second way to see that the optimum lies in the reduced space, and it shows which assumption is needed. Define $P_A=\hat Q_A\hat Q_A^T$ and $P_B=\hat Q_B\hat Q_B^T$. These are orthogonal projectors, and $P_A\Phi P_B=\Phi$. The map $X\mapsto P_AXP_B$ is an orthogonal projection in the space of matrices, because applying it twice changes nothing and because $\operatorname{tr}[Y^TP_AXP_B]=\operatorname{tr}[(P_AYP_B)^TX]$. The difference $\Phi-P_AXP_B$ lies in its image and $X-P_AXP_B$ is orthogonal to that image, so

$$
\|\Phi-X\|^2=\|\Phi-P_AXP_B\|^2+\|X-P_AXP_B\|^2 .
$$

Multiplication by projectors cannot raise the rank. Any competitor can thus be replaced by its projection, which is at least as good and belongs to the reduced space. The argument relies on the projection being orthogonal in the same metric that measures the error.

The new site tensors follow by multiplying back. With the singular values placed on the first tensor,

$$
A'_{oSi}=\sum_\kappa Q^A_{o\kappa}U_{\kappa S,i}\,\sigma_i,
\qquad
B'_{pTi}=\sum_\lambda Q^B_{p\lambda}V_{\lambda T,i},
\qquad i=1,\dots,D.
$$

The number of operations can be estimated by leading powers, without numerical prefactors. A dense SVD of a square matrix costs the cube of its side, so the direct route costs $(dD^3)^3=d^3D^9$. In the reduced route, each QR factorization of a $D^3\times dD$ matrix costs $D^3(dD)^2=d^2D^5$. Each multiplication back, of a $D^3\times dD$ matrix with one of size $dD\times dD$, costs the same. With two sites the total is

$$
4d^2D^5+d^6D^3 ,
$$

the last term being the small SVD. The products that form $\Theta$ cost of order $d^4D^3$ and $d^6D^2$, neither of which exceeds the SVD term. At $d=2$ and $D=6$ the direct count is $432^3\approx8.1\times10^7$. The reduced count is $4\times216\times12^2+24^3=124416+13824=138240$, smaller by a factor of about 580. The ratio of run times measured in the test run was about 110; it depends on the machine. The counts do not fix the run times, since they omit prefactors and the overheads of handling small matrices. They also leave out the contraction of an environment, which some update schemes require.

The gate can be applied exactly to the reduced tensors whatever surrounds the two sites, and truncating the SVD of $\Theta$ gives the best pair of bond dimension $D$ when the error is the plain sum of squares. It remains to treat truncation when the surroundings define a different metric, and to try the method on a Heisenberg example.
